LOBPCG for the ultrasoft pencil and its loss of rank

**1. What a measure of rank may depend on**

An eigensolver that builds its trial space from preconditioned residuals W = KR uses vectors whose length has no significance. Replacing K by aK, with a > 0, multiplies W by a and leaves its span unchanged. The residual R shrinks towards zero as the iteration converges, yet that too is a change of length. A meaningful statement about near-dependence of the trial vectors must therefore concern angles.

The angles are those of the overlap metric S. Under a change of basis v → Lv, with L invertible, the matrices transform as

S → L⁻†SL⁻¹,  K → LKL†,  K⁻¹ → L⁻†K⁻¹L⁻¹.

The eigenvalues μ of K⁻¹z = μSz are unchanged, and K → aK divides all of them by a. A bound on the angles made from K and S alone can thus contain only ratios of the μ. The simplest is

κ = μ_max/μ_min.

Section 4 shows that, in exact arithmetic and with one K for all bands, the condition number of the trial basis [X,P,W], with W orthonormalised within its own block, is at most κ, independently of the size of the residual. Under these conditions a small residual does not by itself destroy rank. Sections 5 to 7 identify three ways in which rank is lost when the conditions are not met.

**2. The pencil and the Rayleigh-Ritz step**

With ultrasoft pseudopotentials the orbitals obey

Hv = εSv,  S = 1 + Σ_i |β_i⟩ n_i ⟨β_i|,

where the β_i are localised projectors and the n_i are augmentation charges. H is Hermitian and held fixed during the solution, and S is assumed positive definite. If S had a negative eigenvalue, the norm v†Sv would be indefinite and the minimum principle below would fail. The m lowest solutions are wanted in a basis of N functions, with N ≥ 3m.

Let X hold m approximate orbitals with X†SX = 1 and X†HX = Λ diagonal. The residual is

R = HX − SXΛ.

K is a fixed positive definite matrix, the same for all bands. The trial basis is Z = [X,P,W], where P holds the previous search directions and is absent in the first iteration. For a trial vector Zc the Rayleigh quotient is

ρ = c†Ac / c†Gc,  A = Z†HZ,  G = Z†SZ.

Its derivative with respect to c* is (Ac − ρGc)/(c†Gc). Setting this to zero gives the small problem

AC = GCΘ,  C†GC = 1.

Let C_X be the m columns of C with the lowest Ritz values, and let Λ′ contain those values. Then X′ = ZC_X is the new block, and

Z†R′ = Z†(HZC_X − SZC_XΛ′) = AC_X − GC_XΛ′ = 0.  (1)

The new residual is orthogonal, in the plain inner product, to the whole old trial space.

The residual also bounds the eigenvalue error. Expand one Ritz vector in S-orthonormal eigenvectors, x = Σ_k c_k v_k, with Σ_k |c_k|² = 1. Its residual is r = Σ_k c_k(ε_k − λ)Sv_k. Since v_j†S S⁻¹S v_k = δ_jk,

r†S⁻¹r = Σ_k |c_k|²(ε_k − λ)² ≥ min_k (ε_k − λ)².

The left side is at most ‖r‖²/s_min, where s_min is the smallest eigenvalue of S. Hence some eigenvalue lies within ‖r‖/√s_min of λ. The bound does not say which eigenvalue it is.

**3. Previous directions and implicit products**

Split the rows of C_X according to the blocks of Z:

X′ = XC₁ + PC₂ + WC₃.

The part that did not come from the old orbitals is

P̃ = PC₂ + WC₃ = X′ − XC₁.  (2)

If C₁ is invertible, then X = (X′ − P̃)C₁⁻¹, so [X′,P̃] and [X′,X] span the same space. The next iteration therefore keeps the old orbitals available without storing them as trial vectors.

P̃ is orthonormalised through its coefficients. With Y₀ = (0; C₂; C₃), form

Y = Y₀ − C_X(C_X†GY₀),  C_P = YT,  T†(Y†GY)T = 1.

Because C_X†GC_X = 1, the first step gives C_X†GY = 0. The new P′ = ZC_P is then S-orthonormal and S-orthogonal to X′. Subtracting a combination of X′ does not change the joint span, unless T drops a direction judged dependent.

All products follow from the same coefficients:

HX′ = (HZ)C_X,  HP′ = (HZ)C_P,
SX′ = (SZ)C_X,  SP′ = (SZ)C_P.

Only W needs fresh applications of H and S. With Q = [X,P], one iteration reads:

1. Form R from the stored HX and SX. Stop if its largest column norm is below the tolerance.
2. Form W = KR and replace W by W − Q(SQ)†W, twice.
3. Apply S to W. Orthonormalise W by a transformation T_W, dropping eigenvectors of the column-normalised Gram matrix whose eigenvalues lie below a relative threshold. Transform SW with the same T_W.
4. Apply H to W.
5. Form A and G, solve the small problem, and update X, P and their products.

G is kept in step 5 although it is nearly the unit matrix, because it absorbs the remaining loss of orthogonality.

Implicit products carry old rounding errors along. Let E be the stored HQ minus the true HQ, and E_W the same for W. The update gives

E′ = [E,E_W][C_X,C_P] + F,

where F is the new rounding error. For G = 1 the coefficient matrix has orthonormal columns and norm one. In the spectral norm,

‖E′‖ ≤ √(‖E‖² + ‖E_W‖²) + ‖F‖ ≤ ‖E‖ + ‖E_W‖ + ‖F‖.

The error grows at most linearly with the number of iterations if ‖E_W‖ and ‖F‖ stay bounded. For general G the coefficient norm can reach 1/√λ_min(G), and an ill-conditioned basis may then amplify the inherited error at every step. Good conditioning of Z is thus what makes implicit updating safe.

**4. The residual does not fall into the old space**

Both X′ and P′ lie in the span of the old Z. Equation (1) therefore gives, at the start of the next iteration and with primes dropped,

Q†R = 0, hence Q†K⁻¹W = 0.  (3)

The search block is orthogonal to Q in the metric K⁻¹, whereas rank is judged in the metric S. The two metrics are related by

μ_min y†Sy ≤ y†K⁻¹y ≤ μ_max y†Sy.  (4)

Take q in span Q and w in span W, both of S-norm one, and choose the phase of w so that q†Sw = c ≥ 0. Put s = q + w and d = q − w. Then

s†Ss = 2 + 2c,  d†Sd = 2 − 2c.

By (3) the cross terms vanish in the other metric, so

s†K⁻¹s = q†K⁻¹q + w†K⁻¹w = d†K⁻¹d.

Applying the lower bound of (4) to s and the upper bound to d gives

μ_min(2 + 2c) ≤ s†K⁻¹s = d†K⁻¹d ≤ μ_max(2 − 2c).

The left side is positive, so c < 1, and division yields

(1 + c)/(1 − c) ≤ κ,  c ≤ (κ − 1)/(κ + 1).  (5)

This is a form of Wielandt's inequality. Now let W be S-orthonormalised within its own block, before any projection against Q. The Gram matrix of [Q,W] has unit diagonal blocks and off-diagonal block B = Q†SW. Its eigenvalues are 1 ± σ_i, with σ_i the singular values of B, together with ones. The largest σ_i is the largest cosine c, so the condition number is (1 + c)/(1 − c), and (5) bounds it by κ.

The bound can be attained. Let z₁ and z_N be S-orthonormal eigenvectors belonging to μ_min and μ_max, and take

q ∝ z₁/√μ_min + z_N/√μ_max,  w ∝ z₁/√μ_min − z_N/√μ_max.

Then q†K⁻¹w ∝ 1 − 1 = 0, while the S-cosine is

(1/μ_min − 1/μ_max)/(1/μ_min + 1/μ_max) = (κ − 1)/(κ + 1).

Two limits help to read the result. If K⁻¹ is proportional to S, then κ = 1 and W is S-orthogonal to Q without any projection. For a norm-conserving potential S = 1, and K = 1 is such a case. If K = 1 but S ≠ 1, κ is the condition number of S itself. Neither statement concerns the speed of convergence.

If the columns of W are only normalised, write W = W₀D, where W₀ is S-orthonormal and D†D = Ĝ_W is the normalised Gram matrix. The full Gram matrix becomes

diag(1,D)† G₀ diag(1,D),

with G₀ the matrix just bounded. The m eigenvalues of Ĝ_W have mean one, so the smallest and largest enclose the ones contributed by Q. Hence

cond ≤ κ cond(Ĝ_W).  (6)

The derivation uses a common K. With a different K_j for each band, (3) holds column by column, q†K_j⁻¹w_j = 0, and each column obeys (5) with its own κ_j. Combinations of columns are then not covered.

**5. First loss: old orbitals as trial vectors**

In exact arithmetic [X,X_prev,W] spans the same space as [X,P,W] when C₁ is invertible. Its Gram matrix behaves differently. The singular values of X†SX_prev are the cosines of the principal angles θ_i between successive orbital spaces, so the smallest eigenvalue of the Gram matrix of [X,X_prev] is

1 − cos θ = 2 sin²(θ/2) ≈ θ²/2,  (7)

where θ is the smallest of these angles. Adding W cannot raise this eigenvalue, because the old minimising vector, extended by zeros, is still available.

With machine precision τ = 2.2 × 10⁻¹⁶, the eigenvalue is comparable with rounding when θ ≈ √(2τ) = 2.1 × 10⁻⁸. A Cholesky factorisation of G is then liable to meet a non-positive pivot. The smallest angle belongs to the combination of orbitals that changed least. It is no larger than the angle between any single orbital and the previous space, so one band that has stopped changing can be enough to stop the whole block. It can also be small with no accurate band: if X and X_prev lie in one (m+1)-dimensional space, they share m − 1 directions.

With P the small change is read directly from the coefficients and then normalised. The entries of C₂ and C₃ for that direction are of order θ. If their absolute error is of order τ, the relative error of the direction is of order τ/θ, or about 10⁻⁸ at the angle where (7) reaches τ. The damage is then linear in 1/θ instead of quadratic, provided that the direction is a single column of Y₀. If it is a combination of much longer columns, the Gram matrix Y†GY squares the small ratio again, and T may drop the direction.

**6. Second loss: parallel residuals**

Suppose the remaining error of every band lies along the next eigenvector:

x_j = v_j + a_j v_{m+1},  j = 1,…,m.

The span of X lies in the (m+1)-dimensional space E spanned by v₁,…,v_{m+1}, which S⁻¹H maps into itself. After a Rayleigh-Ritz step within X, the columns of S⁻¹R = S⁻¹HX − XΛ lie in E. They are also S-orthogonal to X, since X†S(S⁻¹R) = X†R = 0. Within E just one direction y has this property, so

R = Sy bᵀ,  W = KSy bᵀ.

Both have rank one, even when no element of b vanishes. Each residual is healthy in size, but together they offer a single new direction.

Now add to the errors a relative admixture t of higher eigenvectors. If the eigenvalues ε₁,…,ε_{m+1} are distinct and no a_j is zero, every element of b is nonzero, and the normalised columns of W can be written

ŵ_j = α_j ŵ₀ + t z_j,  ŵ₀†Sz_j = 0,

with z_j bounded as t → 0. The cross terms vanish and

(Ĝ_W)_ij = α_i*α_j + t² z_i†Sz_j.

The first term has rank one. By Weyl's inequality the second-largest eigenvalue is at most t² times the largest eigenvalue of the matrix z_i†Sz_j. This is an upper bound. For the scaling itself, note that the first term annihilates every u with Σ_j α_j u_j = 0. To leading order the m − 1 small eigenvalues are therefore t² times the eigenvalues of z_i†Sz_j restricted to these u. If α_j and z_j have limits as t → 0 and the restricted matrix does not vanish, the second eigenvalue is proportional to t². Equation (6) shows how such alignment enters the whole basis.

Unequal column lengths are a separate matter. If G = LL† is a Cholesky factorisation and Δ is a positive diagonal matrix, then ΔGΔ = (ΔL)(ΔL)†. Scaling the columns scales the rows of the factor and, apart from rounding, leaves the signs of the pivots alone. An absolute eigenvalue threshold on the unscaled Gram matrix lacks this invariance: it discards a short residual column even if its direction is new. Thresholds belong on the column-normalised matrix.

**7. Third loss: the rounding floor**

Equation (3) holds in floating-point arithmetic only up to an absolute error, say |q†r| ≈ δ. Relative to the residual, the defect is δ/‖r‖, which grows as the band converges.

To see its effect, repeat the proof of (5) with η = Re q†K⁻¹w ≠ 0. Now

s†K⁻¹s − d†K⁻¹d = 4η,

and the same inequalities give

μ_min(2 + 2c) ≤ μ_max(2 − 2c) + 4|η|,
1 − c ≥ [μ_min(1 + c) − 2|η|]/μ_max.  (8)

For a single column w = Kr/‖Kr‖_S one has |η| ≤ δ/‖Kr‖_S. Once 2|η| reaches μ_min(1 + c), the right side of (8) is no longer positive and the protection is gone. W may then lie almost within span Q.

The remedy is to stop in time, or to make no new W column for a band that has converged. Its x and p can stay in the basis. The new X and P still lie in the span of Z, so (1) and (3) remain valid for the active bands.

**8. A worked case**

The example is a one-dimensional periodic model in hartree atomic units with round parameters. The cell is 12 bohr long and k = 0.157 bohr⁻¹. Two Gaussian wells, −V₀ exp[−(x − x₀)²/(2b²)] with b = 0.7 bohr, have depths V₀ of 3.0 and 2.2 hartree. Each site carries an even and an odd projector of width 0.5 bohr, with energies 0.8 and −0.4 hartree and charges 0.6 and −0.3. With 81 plane waves the eigenvalues of S run from 0.70 to 1.60.

The preconditioner is K = 1/(T + 1 hartree), with T the kinetic energy of the plane wave. T runs from 0.157²/2 = 0.012 to 222.63 hartree, so the condition number of K is 223.63/1.012 = 221. From (4), κ cannot exceed this number times cond(S), that is 221 × 1.60/0.70 = 505. The computed value is κ = 283. It grows roughly in proportion to the largest kinetic energy: 41 and 121 plane waves give 73 and 632, while the five lowest eigenvalues do not change in the digits quoted below. The bound therefore loosens as the cutoff is raised.

From a random start, the four lowest bands reach a largest residual below 10⁻¹⁰ hartree in 19 iterations. The cost is 4 + 19 × 4 = 80 applications of H to a vector. Without P, the same start took 34 iterations. The Ritz values are −0.8298, −0.7511, −0.4625 and −0.3288 hartree, and the next eigenvalue is 0.1838 hartree. The bound of Section 2 guarantees an eigenvalue within 10⁻¹⁰/√0.70 = 1.2 × 10⁻¹⁰ hartree of each. Comparison with dense diagonalisation confirms that they are the lowest four, with a largest deviation of 2.6 × 10⁻¹⁴ hartree.

The Gram bound was tested where rounding is negligible, which left 8 iterations for this K. The largest condition number was 11.7, far below 283, so the bound is not an estimate of typical behaviour. The extremal pair of Section 4 does attain 283. For K = 1 the bound is 1.60/0.70 = 2.29, and the largest value in 60 iterations was 1.25.

A separate run used [X,W,X_prev] with explicit products and with W only column-normalised, not projected. Its Cholesky factorisation failed at iteration 9. The smallest angle was then 4.1 × 10⁻⁹ rad, for which θ²/2 = 8 × 10⁻¹⁸, well below τ. The largest residual had never been lower than 1.6 × 10⁻⁴ hartree. The basis had thus become singular to rounding through the direction that had changed least, while the worst band was still poor. The iteration at which the factorisation fails depends on rounding and on the start, 9 or 10 in this model. It can also succeed on a Gram matrix that is singular to rounding and return meaningless vectors, so that the largest residual jumps to several hartree before the failure is signalled.

The parallel-residual construction gave a second Gram eigenvalue of 1.5 × 10⁻¹⁶, zero to rounding, although the smallest residual norm was 4.1 × 10⁻³ hartree. Admixtures t = 10⁻⁴ and 10⁻⁵ gave 1.824 × 10⁻⁷ and 1.824 × 10⁻⁹, the predicted factor of 100. In the tabulated iterations of the actual run this mechanism was mild: the smallest eigenvalue of Ĝ_W was never below 5.5 × 10⁻⁴ there.

The run was continued to iteration 99 to follow the rounding floor, which the best band has already reached when the ordinary run stops at iteration 19. At iterations 5, 10 and 14 the smallest residual was 4.2 × 10⁻⁴, 5.6 × 10⁻⁹ and 1.0 × 10⁻¹² hartree, and the normalised defect was 7.8 × 10⁻¹², 4.2 × 10⁻⁷ and 1.6 × 10⁻³. Their products are 3.3, 2.4 and 1.6 in units of 10⁻¹⁵ hartree. The defect here is the spectral norm of Q†R with the columns of R scaled to unit length. If the best-converged column dominates it, this product, constant within a factor of about two, estimates the δ of Section 7.

At iteration 14 the Gram condition number was still 5.9. At iteration 19 the best band had reached 7.2 × 10⁻¹⁵ hartree, the defect was 0.73, and the condition number was 3.4 × 10³. This exceeds κ = 283, as it may once (3) has failed; removing the part of R in span Q before applying K brings the condition number back to about 10. The figures at this stage are set by rounding and are not reproducible: a relative change of order 10⁻¹⁴ in the start moves the condition number at iteration 19 between about 10² and 4 × 10³ and the smallest eigenvalue of Ĝ_W between about 0.02 and 0.13, and in the next twenty iterations the condition number peaks at 1 to 3 × 10⁴. The smallest eigenvalue of Ĝ_W had meanwhile risen to 0.054, so inspecting W alone would have missed the loss.

The calculation nevertheless remained stable. A condition number of 3.4 × 10³ means 1 − c = 2/(3.4 × 10³ + 1) = 5.9 × 10⁻⁴, and the part of the worst W direction outside Q has length √(1 − c²) = 0.034. Projection magnifies relative errors by about 1/0.034 = 29, and by about 90 at a condition number of 3 × 10⁴. With so small a factor, one projection already leaves W nearly orthogonal to Q, and the second removes most of the error that still lies in span Q. The part outside Q remains, but it is only a small relative change of the projected vector. The residual of the best band is a different matter: at this stage it is itself heavily affected by rounding. Since H and S are applied to W afterwards, the stored products still belong to the vectors actually used. At iteration 99 the largest residual was 1.9 × 10⁻¹⁴ hartree. The stored HX differed from a fresh product by 5.6 × 10⁻¹⁵ hartree, less than τ‖H‖ = 4.9 × 10⁻¹⁴ hartree. The remaining values are in the numerical output.

Values computed for the example and the checks

```
box length 12.0 bohr, k 0.15708 1/bohr
plane waves 81, bands 4
well sites (2.5, 7.1) bohr, depths (3.0, 2.2) hartree
well width 0.7 bohr, projector width 0.5 bohr
projector energies even, odd (0.8, -0.4) hartree
augmentation charges even, odd (0.6, -0.3)
preconditioner shift 1.0 hartree
largest kinetic energy 222.63 hartree
norm of H 221.89 hartree
S eigenvalues from 0.7000 to 1.6000
band 1: Ritz value -0.8298361183 hartree
band 2: Ritz value -0.7511130286 hartree
band 3: Ritz value -0.4625406923 hartree
band 4: Ritz value -0.3287936781 hartree
next eigenvalue (dense) 0.183817 hartree
largest deviation from dense 2.6e-14 hartree
residual tolerance 1e-10 hartree
iterations with P 19, H products 80
iterations without P 34, final residual 4.1e-11 hartree
previous X outside span[X,P], early: 3.2e-15
long run: 99 iterations
drift of HX 5.6e-15 hartree, of SX 2.8e-15
kinetic K: kappa 283.118, largest Gram condition 11.659 (8 iterations)
K = 1: kappa 2.286, largest Gram condition 1.250 (60 iterations)
Gram condition of the extremal pair 283.118
long run table: residuals in hartree, the rest dimensionless
(rawW: smallest eigenvalue of unscaled W+SW, hartree^2 x K^2)
iter  max res  min res  normW    rawW     cond     defect   1-cos
   5  9.7e-02  4.2e-04  3.1e-03  1.2e-11  7.0e+00  7.8e-12  9.0e-10
  10  2.9e-05  5.6e-09  5.5e-04  9.5e-22  8.2e+00  4.2e-07  5.9e-20
  14  4.4e-08  1.0e-12  8.0e-04  4.3e-29  5.9e+00  1.6e-03  2.9e-27
  19  2.6e-11  7.2e-15  5.4e-02  1.8e-30  3.4e+03  7.3e-01  1.0e-30
  99  1.9e-14  5.8e-15  2.7e-01  3.7e-31  3.2e+03  8.4e-01  2.4e-31
X_prev basis: Cholesky failure at iteration 9
  smallest angle at failure 4.1e-09 rad, over the run 4.1e-09 rad
  best largest residual 1.6e-04 hartree
parallel residuals, t = 0: second eigenvalue 1.5e-16
  smallest residual norm there 4.1e-03 hartree
  t = 1e-4: 1.824e-07, t = 1e-5: 1.824e-09, ratio 100.00
```
